Capillary Pressure in a Water-Filled Gap Between Resist Lines

**Data for all parts**

After development, rinse water stands between two long, parallel resist lines. The gap between them has width d = 20 nm and is open at its far ends. The water has surface tension γ = 0.072 N/m and is at rest. Its contact angle θ is measured through the water. Take θ = 0 (perfect wetting) unless told otherwise. The air pressure is 0.1013 MPa and the temperature is 298 K. Until part (e) the walls are rigid. Energies and forces are per unit length along the gap, except in part (c).

**(a) Find the pressure difference between the air and the water just below the meniscus, first for general θ and then for the data given.**

*Answer.* The gap is long, so the meniscus is curved across the gap but straight along it. Consider a small piece of its cross-section, an arc of radius R that turns through an angle dψ. Surface tension pulls on both ends of the piece. The two pulls differ in direction by dψ, so their resultant is γ dψ, directed towards the centre of curvature. Wetting water climbs the walls, which puts this centre on the air side. The excess pressure of the air acts on a length R dψ and pushes the other way. Balance requires

(p_air − p_water) R dψ = γ dψ,

so the pressure deficit of the water is

Δp = p_air − p_water = γ/R.

Over a height of tens of nanometres the weight of the water hardly changes its pressure (part (d) gives the size). Hence Δp, and with it R, is the same all along the meniscus, which is a circular arc.

Let α be half the angle that the arc subtends at its centre. Half the chord is half the gap:

R sinα = d/2.

At the wall the arc is inclined at α to the horizontal, and so at 90° − α to the vertical wall. This angle is θ, which gives sinα = cosθ and R = d/(2 cosθ). Therefore

Δp = 2γ cosθ/d.

For θ = 0 the meniscus is a half-cylinder of radius 10 nm, and

Δp = 2 × 0.072 N/m / (20 × 10⁻⁹ m) = 7.2 × 10⁶ Pa = 7.2 MPa,

or about 71 atm.

The factor 2 arises because R is half the gap width. There is one curvature here, not two. A round pore of diameter d with θ = 0 has a hemispherical meniscus with two curvatures of 2/d each, and its deficit is twice as large. The formula also gives Δp = 0 at θ = 90°, where the meniscus is flat, and a water pressure above that of the air for θ > 90°.

**(b) Part (a) used the contact angle as a given condition at the wall. Show that minimizing the surface energy at fixed water volume leads to the same pressure.**

*Answer.* Wetting a unit area of wall changes the surface energy by −γ cosθ, by Young's equation. For θ = 0 the wall above the meniscus may be thought of as already covered by a thin water film. The rising water then removes a film surface of energy γ per unit area, which agrees with cosθ = 1.

Let the water touch each wall up to a height s, and let the meniscus be an arc of half-angle α that is not yet known, with 0 < α ≤ 90°. Write a = d/2, so that R = a/sinα. The arc has length 2αR. The region between the arc and its chord, which contains no water, has area

S = R²(α − sinα cosα).

The water volume per unit length is V = 2as − S, provided the meniscus stays clear of the floor. Hence s = (V + S)/(2a), and the surface energy, apart from a constant, is

E = γ(2αR) − 2γ cosθ s
= 2γa α/sinα − γ cosθ V/a − γa cosθ (α − sinα cosα)/sin²α.

Differentiate at fixed V. The first term contributes

2γa (sinα − α cosα)/sin²α.

For the last term, the derivative of α − sinα cosα is 1 − cos2α = 2 sin²α. The quotient rule then gives

d/dα [(α − sinα cosα)/sin²α]
= [2 sin⁴α − 2 sinα cosα (α − sinα cosα)]/sin⁴α
= [2 sin²α (sin²α + cos²α) − 2α sinα cosα]/sin⁴α
= 2(sinα − α cosα)/sin³α.

Together,

dE/dα = 2γa [(sinα − α cosα)/sin²α] (1 − cosθ/sinα).

The square bracket is positive, because tanα > α for 0 < α < 90° and because it equals 1 at 90°. The sign of dE/dα is therefore that of the last factor. For 0 < θ < 90° the energy falls while sinα < cosθ and rises afterwards, so its minimum lies at sinα = cosθ. For θ = 0 it falls all the way to α = 90°, the half-cylinder. The contact angle has come out of the minimization, and

Δp = γ/R = γ sinα/a = 2γ cosθ/d,

as before. A numerical minimization of E for θ = 0 also returns 7.2 MPa.

**(c) Find the absolute pressure of the water. Could the water be torn apart by vapour bubbles that form spontaneously within it?**

*Answer.* The absolute pressure is

p_water = 0.1013 MPa − 7.2 MPa = −7.1 MPa.

A negative pressure is impossible in a dilute gas, but a liquid has cohesion and can be stretched. The water is under a tension T = −p_water = 7.1 MPa and is metastable: it would lower its energy by forming a large enough cavity, if there were room for one.

Consider first a spherical bubble of radius r in unconfined water under this tension, and neglect the small vapour pressure inside. Creating its surface costs 4πr²γ, while the tension does work T on each unit of volume opened. The net cost is

W(r) = 4πr²γ − (4/3)πr³T.

Setting dW/dr = 8πrγ − 4πr²T = 0 gives the critical radius

r* = 2γ/T = 20.3 nm.

Since r*T = 2γ, the volume term at r* equals (8/3)πr*²γ, and the barrier is

W* = 4πr*²γ − (8/3)πr*²γ = (4/3)πr*²γ = 16πγ³/(3T²).

This is about 3 × 10⁴ times the thermal energy k_BT_room, where T_room = 298 K. A thermal fluctuation of that size has a probability governed by exp(−3 × 10⁴), so spontaneous bubbles can be ruled out.

The gap makes them harder still to form. The critical sphere is about 41 nm across and does not fit into 20 nm. A flattened bubble of the same volume has more surface, and between perfectly wetting walls all of that surface remains a water surface. For a wide, flat cavity that fills the gap, the two faces cost 2γ per unit area and the tension returns Td. From part (a), Td = (Δp − p_air)d = 2γ − p_air d, which is less than 2γ. Between exactly parallel walls such a cavity does not pay for itself at any width, but the margin p_air d is only 1.4 % of 2γ. It disappears if the gap below the meniscus is about 0.3 nm wider than at the meniscus, as with rough or leaning walls, or if air at atmospheric pressure fills the cavity. What then prevents the cavity is the cost of starting it and of its rim; for the leaning lines of part (e) this barrier is still above 10⁴ k_BT_room. These arguments concern clean water and wetted walls. Trapped gas or a poorly wetted defect can start a cavity without this barrier.

**(d) Estimate how the deficit changes if (i) the contact angle is 60°, or (ii) the walls above the meniscus carry a thin water film held by van der Waals forces. For (ii) take the disjoining pressure at distance z from a wall as Π(z) = A/(6πz³), with A = 10⁻²⁰ J, a rough value. Comment on the other corrections to the liquid.**

*Answer.* (i) At fixed γ and d the deficit is proportional to cosθ, and cos60° = 1/2, so it falls to 3.6 MPa.

(ii) Far above the meniscus the film surface is flat, and the attraction of the wall alone supports the pressure difference:

Δp = A/(6πh³),

where h is the film thickness. Nearer the middle of the gap, curvature and attraction share the load. Let x = d/2 − z be the distance from the mid-plane, and ψ the inclination of the surface to the horizontal. The curvature is dψ/ds = d(sinψ)/dx, where s now denotes arc length, because dx = cosψ ds. Counting the attraction of the nearer wall alone,

γ d(sinψ)/dx + Π(z) = Δp.

Integrate from the mid-plane, where ψ = 0, to the film, where ψ = 90° and z = h:

γ = ∫ from h to d/2 of [Δp − Π(z)] dz
= Δp(d/2 − h) − (A/12π)(1/h² − 4/d²).

The term 4/d² is smaller than 1/h² by the factor (2h/d)², below 0.2 % here, and is dropped. The film condition gives A/(12πh²) = Δp h/2, so that

γ = Δp(d/2 − h − h/2), or Δp = 2γ/(d − 3h).

Solving this together with the film condition gives h = 0.41 nm and

Δp = 0.144 N/m / [(20 − 3 × 0.41) × 10⁻⁹ m] = 7.67 MPa.

Direct numerical integration with the 4/d² term kept gives the same three digits. The film thus raises the deficit by 6.6 % relative to 7.2 MPa. The gap behaves as if it were narrower by three film thicknesses, not two, because the attraction also acts on the curved part of the surface. A film of 0.41 nm is of molecular thickness, where a continuum law can give no more than the size of the effect.

The surface tension of a strongly curved surface may differ from that of a flat one by a fraction of order (curvature length)/R. With a rough curvature length of 0.1 nm this is about 1 %. The hydrostatic pressure over a height of 30 nm is 2.9 × 10⁻¹⁰ MPa and can be ignored.

**(e) The lines are now elastic, with width w = 20 nm and height H = 30 nm. Their outer sides are dry and the gap between them is full. Take Young modulus E_Y = 2 GPa and Poisson ratio ν = 0.35, both rough, and θ = 0. Estimate how far the tops lean, and decide whether rigid walls were a fair assumption. Would they be fair for lines twice as high?**

*Answer.* Air pushes on the outer face of each line harder than water pushes on the inner face, so both lines lean into the gap. A long line cannot contract freely along its length, so its bending stiffness contains the plane-strain modulus E′ = E_Y/(1 − ν²) = 2.28 GPa. The shear modulus is G = E_Y/[2(1 + ν)] = 0.741 GPa, and the second moment per unit length is I = w³/12.

*Bending.* At height y, the pressure on the part above produces a moment Δp(H − y)²/2, so the sideways shift u obeys E′I u″ = Δp(H − y)²/2. With a clamped base, u(0) = u′(0) = 0, and integration by parts gives u(H) = ∫ from 0 to H of (H − y)u″ dy. Hence

u_b = [Δp/(2E′I)] ∫ from 0 to H of (H − y)³ dy = ΔpH⁴/(8E′I) = 3ΔpH⁴/(2E′w³).

In GPa and nm,

u_b = 3 × 0.0072 × 30⁴/(2 × 2.28 × 20³) = 0.48 nm.

*Shear.* The sideways force at height y is Δp(H − y). It adds a slope Δp(H − y)/(κGw), where κ = 5/6 is the usual factor for a rectangular section. Integration gives

u_s = ΔpH²/(2κGw) = 0.0072 × 30²/(2 × 0.833 × 0.741 × 20) = 0.262 nm.

*Pull of the contact line.* For θ = 0 the water surface pulls straight down on the inner top edge with force γ. Its lever arm about the middle of the line is w/2, so it adds a constant moment γw/2, which also bends the top into the gap:

u_e = (γw/2)H²/(2E′I) = 3γH²/(E′w²).

Since 1 N/m = 1 GPa nm, this is 3 × 0.072 × 30²/(2.28 × 20²) = 0.213 nm.

The line is only 1.5 times as high as it is wide, which is stubby for beam theory. A two-dimensional finite-element calculation with the same loads, elastic constants and clamped base gives a mean shift of the top of 0.746 nm from the pressure, against u_p = u_b + u_s = 0.742 nm. For the contact-line pull it gives 0.221 nm, against 0.213 nm. These values are for square elements of side 1 nm; a finer mesh raises both by about 1 %. Beam theory is good enough here.

*Feedback.* Leaning narrows the top of the gap to d − 2u, which raises the deficit by the factor d/(d − 2u). The pull γ does not change. The slight tilt of the walls at the meniscus is neglected. Then

u = u_e + u_p d/(d − 2u).

Multiplying by d − 2u and collecting terms,

2u² − (d + 2u_e)u + d(u_e + u_p) = 0.

The smaller root is the stable one. Just above it the right-hand side of the previous equation is less than u, so the elastic force wins and the line moves back. It is

u = {d + 2u_e − √[(d + 2u_e)² − 8d(u_e + u_p)]}/4 = 1.04 nm.

The top gap shrinks to 17.9 nm and the deficit rises to 8.04 MPa, 12 % above the rigid-wall value. The last digit is not firm: fine-mesh finite-element shifts in place of the beam values give 1.07 nm and 8.06 MPa. Also, u is a mean over the top face; the inner edge, where the line force acts, moves somewhat more, by an amount that a point load in a continuum does not fix. Rigid walls are a fair first estimate for these lines, but not one good to a few per cent. The estimate also assumes that the resist stays elastic. The moment at the base is M = ΔpH²/2 + γw/2, and the bending stress 6M/w² is about 65 MPa, a strain near 3 %. This is comparable with the yield stress of glassy polymers, so a real line may deform permanently or come off its base before the elastic picture fails.

*Lines twice as high.* A real root exists if the quantity under the root is not negative. Because (d + 2u_e)² − 8du_e = (d − 2u_e)², the condition is

8d u_p ≤ (d − 2u_e)².

For H = 30 nm this reads 119 nm² ≤ 383 nm², which holds. Now double H at fixed w, d and material. Bending grows 16-fold, while shear and the contact-line term grow 4-fold. This gives u_p = 16 × 0.48 + 4 × 0.262 = 8.7 nm and u_e = 0.85 nm. The left side becomes about 1400 nm² and the right side about 335 nm². No equilibrium remains, and in this model the tops are drawn together until they touch. The rigid-wall assumption then fails completely.

**(f) How do these results bear on a real rinse and dry step?**

*Answer.* The dimensions and the modulus are in the regime of fine-pitch lithography with thin polymer resists. The value θ = 0 is the limit of perfect wetting. A rough figure for water on resist is 60°, which halves the deficit for the same gap, so 7.2 MPa is a severe case for the pressure, though not necessarily for the lean. Resist that has taken up water or developer may be softer than assumed, and at fixed load the shifts before feedback grow as 1/E_Y. Yielding of the substrate and differences in solid surface stress between wet and dry faces have been left out. The sideways load also requires a difference between the two sides of a line: if both gaps are equally wide and equally full, the forces on an upright line cancel. Uneven drying upsets this balance. A small lean can upset it too, because it narrows one gap and raises the deficit there. If the lines are tall or soft enough, such a lean grows even with all gaps full. A rinse additive lowers the deficit, at fixed geometry, if it lowers the product γ cosθ. Lowering γ alone is not sufficient if better wetting raises cosθ by a larger factor. The lean need not follow the deficit, because for θ > 0 the water surface also pulls the top edge sideways into the gap, with force γ sinθ per unit length. For the lines of part (e) this pull roughly makes up for the halved deficit at 60°, and the tops still lean by about 1 nm.

Calculated quantities

```
Surface tension: 0.072 N/m
Gap width: 20 nm
Meniscus radius: 10 nm
Capillary pressure deficit, formula: 7.2 MPa
Capillary pressure deficit, energy minimum: 7.2 MPa
Same deficit in atmospheres: 71.1 atm
Air pressure: 0.1013 MPa
Absolute water pressure: -7.099 MPa
Temperature: 298 K
Critical bubble radius: 20.3 nm
Bubble barrier / thermal energy: 3e+04 (no unit)
Rough resist contact angle: 60 degrees
Deficit at that contact angle: 3.6 MPa
Rough Hamaker constant: 1e-20 J
Wetting film thickness: 0.41 nm
Deficit with wetting film, quadrature: 7.67 MPa
Deficit with wetting film, formula: 7.67 MPa
Deficit rise from film: 6.6 %
Resist line width: 20 nm
Resist line height: 30 nm
Rough Young modulus: 2 GPa
Rough Poisson ratio: 0.35 (no unit)
Plane-strain modulus: 2.28 GPa
Shear modulus: 0.741 GPa
Tip shift from bending: 0.48 nm
Tip shift from shear: 0.262 nm
Pressure tip shift, beam sum: 0.742 nm
Pressure tip shift, finite elements: 0.746 nm
Contact-line tip shift, beam: 0.213 nm
Contact-line tip shift, finite elements: 0.221 nm
Total tip shift before feedback: 0.955 nm
Total tip shift with feedback: 1.04 nm
Narrowed top gap: 17.9 nm
Deficit with leaning walls: 8.04 MPa
Deficit rise from leaning: 12 %
Rough curvature length: 0.1 nm
Size of curvature effect on surface tension: 1 %
Hydrostatic pressure over line height: 2.9e-10 MPa
```
